# How long must a single-electron Monte Carlo drift-velocity run be?

**Question**

I am writing a single-electron Monte Carlo simulation for an In$_{0.53}$Ga$_{0.47}$As channel at 300 K. The electron is followed through free flights and scatterings in a uniform field, and the drift velocity is the time average of its velocity. I expect $v_d=1\times10^7$ cm/s and want a standard error of 1 percent.

I take the velocity variance to be the thermal one, with effective mass $0.041\,m_0$, and I am told that the velocity correlation decays exponentially with a time of 0.2 ps. My attempt was to divide the variance by the square of the allowed error. This gives about $1.1\times10^5$ velocity samples. I store a velocity every 10 fs, so about 1.1 ns of simulated time should do. But neighbouring samples are nearly the same number, so I doubt that they count as separate measurements. Where does the correlation time enter, and how long must the run be?

**Answer**

Your sample count is right for independent velocities, but samples 10 fs apart are far from independent. The cure is to calculate the variance of the time average itself, without first deciding what counts as a sample.

**What is being averaged**

Let $v(t)$ be the velocity component along the drift direction, and let the run be stationary, so that its statistics do not depend on when you start the clock. Write $v(t)=v_d+\delta v(t)$, with $\langle\delta v\rangle=0$. Angle brackets mean an average over many independent runs. Define the covariance

$$C(s)=\langle\delta v(t)\,\delta v(t+s)\rangle=S\,e^{-|s|/\tau},\qquad \tau=0.2\ \text{ps}.$$

Here $S=C(0)$ is the variance of one velocity component, not of the speed. For a nondegenerate electron in a parabolic isotropic band, equipartition gives $\tfrac12 m\langle v_x^2\rangle=\tfrac12k_BT_L$ at lattice temperature $T_L$, hence

$$S=\frac{k_BT_L}{m}=1.109\times10^{15}\ \text{cm}^2/\text{s}^2 .$$

The rms thermal velocity along the field is therefore $3.33\times10^7$ cm/s, more than three times the drift velocity you want to resolve.

**Variance of the time average**

The estimate from a run of length $T$ is $\bar v=T^{-1}\int_0^Tv(t)\,dt$. Its mean is $v_d$, and its variance is

$$\operatorname{Var}(\bar v)=\frac1{T^2}\int_0^T\!dt\int_0^T\!dt'\;C(t-t').$$

Since $C$ is even, the regions $t>t'$ and $t<t'$ contribute equally. Take twice the first and set $s=t-t'$. For a given $s$, the earlier time $t'$ can run from $0$ to $T-s$, a range of length $T-s$. Thus

$$\operatorname{Var}(\bar v)=\frac{2}{T}\int_0^T\left(1-\frac sT\right)C(s)\,ds. \tag{1}$$

For the exponential, let $q_T=e^{-T/\tau}$. The two integrals needed are

$$\int_0^Te^{-s/\tau}ds=\tau(1-q_T),$$

$$\int_0^Ts\,e^{-s/\tau}ds=\left[-\tau s\,e^{-s/\tau}\right]_0^T+\tau\int_0^Te^{-s/\tau}ds=-\tau Tq_T+\tau^2(1-q_T).$$

Divide the second by $T$ and subtract it from the first:

$$\tau(1-q_T)+\tau q_T-\frac{\tau^2}{T}(1-q_T)=\tau-\frac{\tau^2}{T}(1-q_T).$$

Equation (1) becomes

$$\operatorname{Var}(\bar v)=\frac{2S\tau}{T}\left[1-\frac{\tau}{T}\left(1-e^{-T/\tau}\right)\right]. \tag{2}$$

Two limits show what this means. For $x=T/\tau\ll1$, expanding the exponential gives a bracket of $x/2-x^2/6+\dots$, so the variance is $S(1-x/3+\dots)$. A run much shorter than $\tau$ is one velocity measurement, however finely you sample it. For $T\gg\tau$, the variance tends to $2S\tau/T$. This is the variance of $T/(2\tau)$ independent velocities, so each independent velocity costs $2\tau$ of simulated time.

**The required run**

Let $\varepsilon=0.01$ be the relative standard error. Setting $2S\tau/T=(\varepsilon v_d)^2$ gives

$$\boxed{T=\frac{2S\tau}{(\varepsilon v_d)^2}} \tag{3}$$

The allowed error is $\varepsilon v_d=1\times10^5$ cm/s, so

$$T=\frac{2(1.109\times10^{15})(0.2\times10^{-12})}{(1\times10^5)^2}\ \text{s}=4.44\times10^{-8}\ \text{s}=44.4\ \text{ns}.$$

This is $2.2\times10^5$ correlation times. The long-run limit was safe to use: with the exponential in (2) dropped, and $T_0$ denoting the value from (3), the condition is $T=T_0(1-\tau/T)$. Its long-run solution is $T\simeq T_0-\tau$, a change of 0.2 ps in 44 ns.

One standard error is not a bound. The average covers very many correlation times, so its distribution is close to normal, and about 68 percent of runs fall within one standard error. To have 95 percent of runs within 1 percent of $v_d$, the standard error must be smaller by a factor 1.96. The time grows by $1.96^2$, to about 170 ns.

**What went wrong with the 10 fs samples**

Take $N$ samples spaced by $\Delta$, and let $q=e^{-\Delta/\tau}$. There are $N$ equal-time terms and $2(N-k)$ terms with separation $k\Delta$, so

$$\operatorname{Var}(\bar v)=\frac{S}{N^2}\left[N+2\sum_{k=1}^{N-1}(N-k)q^k\right].$$

For $N\Delta\gg\tau$, the terms that matter have $k\ll N$. Replace $N-k$ by $N$ and extend the geometric sum to infinity:

$$\operatorname{Var}(\bar v)\simeq\frac SN\left[1+\frac{2q}{1-q}\right]=\frac SN\,\frac{1+q}{1-q}=\frac SN\coth\frac{\Delta}{2\tau}.$$

The last form follows on multiplying numerator and denominator by $q^{-1/2}$. With $\Delta=10$ fs the hyperbolic cotangent is 40.0. The variance is 40 times the one you assumed, and the true standard error is 6.3 times the naive one. The variance factor of 40 is also the ratio of the required 44 ns to your 1.1 ns.

Finer sampling does not help. When $\Delta\ll\tau$, $\coth(\Delta/2\tau)\simeq2\tau/\Delta$, and since $N\Delta=T$ the variance returns to $2S\tau/T$. The spacing has dropped out.

**Does a Monte Carlo electron have an exponential correlation?**

It does in one simple model. Let scatterings occur at a constant rate $1/\tau$, and let each one replace the velocity by a fresh thermal value of zero mean. Between scatterings the electron accelerates at $a=eF/m$, with the positive direction taken along the drift. Let $u(t)$ be the mean velocity at time $t$, given $v(0)=v_0$. During $dt$ it gains $a\,dt$, and with probability $dt/\tau$ it is reset to a value of zero mean. Therefore

$$\frac{du}{dt}=a-\frac u\tau,\qquad u(t)=v_d+(v_0-v_d)e^{-t/\tau},\qquad v_d=a\tau=\frac{eF\tau}{m}.$$

Multiplying $u(t)-v_d$ by $v_0-v_d$ and averaging over the stationary distribution of $v_0$ gives $C(t)=S_Fe^{-t/\tau}$, where $S_F$ is the variance in the field.

That variance is not quite thermal. At a random moment, $v=w+a\theta$, where $w$ is the thermal velocity drawn at the last scattering and $\theta$ is the time since then. The probability that no scattering occurred during the last $\theta$ is $e^{-\theta/\tau}$, so $\theta$ has an exponential distribution of variance $\tau^2$. As $w$ and $\theta$ are independent,

$$S_F=\frac{k_BT_L}{m}+a^2\tau^2=\frac{k_BT_L}{m}+v_d^2. \tag{4}$$

For your numbers this raises the variance by 9 percent and the run time to 48.4 ns. If the variance you were given is already that of the fluctuations in the field, put it straight into (3) and do not add $v_d^2$ again.

I simulated this model with 600 independent runs of 44.36 ns each. The mean drift velocity was $1.0006\times10^7$ cm/s. The scatter of single runs was 1.11 percent of $v_d$, against 1.04 percent predicted with (4). A standard deviation estimated from 600 runs has a relative uncertainty of about $1/\sqrt{1200}$, or 3 percent, so the 6 percent excess is a little over two such uncertainties. These runs confirm the size of the error but are too few to establish the small $v_d^2$ term.

A stronger drift does test that term. With thermal rms velocity 1, drift 1.5, $\tau=1$ and $T=50$ in scaled units, the variance over 20,000 runs agreed with (2) and (4) to within 5 percent. Leaving out $v_d^2$ would have made the prediction too small by a factor 3.25.

**If the correlation is not exponential**

Equation (1) still holds. If $C(s)$ decays fast enough for $\int_0^\infty s|C(s)|ds$ to be finite, the $s/T$ term becomes negligible in a long run, and

$$T=\frac{2D}{(\varepsilon v_d)^2},\qquad D=\int_0^\infty C(s)\,ds. \tag{5}$$

$D$ is the diffusion coefficient along the field: the displacement is $T\bar v$, so its variance is $T^2\operatorname{Var}(\bar v)\simeq2DT$. In your example $D=S\tau=222$ cm$^2$/s.

The area under $C$ matters, not the decay time of its envelope. For $C(s)=Se^{-s/\tau}\cos(s/\tau)$ the integral is

$$S\,\mathrm{Re}\int_0^\infty e^{-(1-i)s/\tau}ds=S\tau\,\mathrm{Re}\frac{1}{1-i}=\frac{S\tau}{2}.$$

At the same $S$ and $\tau$, the required run is half as long, because the cosine makes the correlation fall sooner and then turn negative, and both reduce the area. A slow positive tail has the opposite effect.

**Other fields, and several electrons**

At low field, take $S=k_BT_L/m$ and $v_d=eF\tau/m$ in (3):

$$T=\frac{2(k_BT_L/m)\tau}{\varepsilon^2(eF\tau/m)^2}=\frac{2mk_BT_L}{\varepsilon^2e^2F^2\tau}.$$

At fixed $\tau$, a field ten times smaller needs a run one hundred times longer, about 4.4 μs here. The thermal noise stays while the signal shrinks. For the zero-field mobility it is better to calculate $D$ at $F=0$ and use the Einstein relation $\mu=eD/(k_BT_L)$, valid for nondegenerate carriers.

You may also share the time among $M$ independent electrons, each followed for $T_1\gg\tau$. The variance of their common mean is $2S\tau/(MT_1)$, so the total $MT_1$ is what counts. The start needs care, though. An electron released with a thermal velocity has mean velocity $v_d(1-e^{-t/\tau})$ in the constant-rate model. Averaging this over the run gives a relative bias

$$\frac{\langle\bar v\rangle-v_d}{v_d}=-\frac{\tau}{T_1}\left(1-e^{-T_1/\tau}\right).$$

For $T_1=5\tau$ this is $-19.9$ percent; 100,000 simulated runs with equal drift and thermal rms velocities gave $-20.2$ percent. More electrons do not remove the bias, since each carries it. In one 44 ns run it is about $-5\times10^{-4}$ percent. With many short runs, discard an initial stretch of several relaxation times.

**Error bars from your own data**

You need not trust an assumed $\tau$. Cut the run into $K$ blocks of length $B=T/K$, with $B\gg\tau$ and $K\gg1$, average the velocity in each, and divide the variance of the block averages by $K$. Equation (2) applied to one block gives

$$\frac1K\,\frac{2S\tau}{B}\left(1-\frac\tau B\right)=\frac{2S\tau}{T}\left(1-\frac{\tau}{B}\right),$$

up to terms of relative order $1/K$ and $e^{-B/\tau}$. Blocks of $50\tau$, or 10 ps, thus understate the variance by about 2 percent. If the estimated error keeps changing as you lengthen the blocks, they are still too short. It rises toward the true value for a pure exponential, and it can fall toward it when $C$ has a negative tail. A slow rise can also pass for a plateau: for $C=S\,[0.999e^{-s/\tau}+0.001e^{-s/1000\tau}]$, blocks of $25\tau$ to $100\tau$ all give about half the true variance. So $B$ must exceed the slowest correlation time present, not only $\tau$.

**How far to trust 44 ns for a real channel**

The mass and $\tau$ are rough typical values for this material. Together they give a mobility $e\tau/m=8580$ cm$^2$/Vs, and the drift velocity is reached at 1.17 kV/cm. At this modest field a near-thermal variance is a reasonable start. It would not be in silicon, where $10^7$ cm/s is near the saturated velocity and the electrons are hot. The following corrections are taken one at a time, at fixed $\tau$ and $v_d$.

- **Heating.** In a steady state the field power equals the energy loss: $eFv_d=(W-W_0)/\tau_E$, where $W_0=\tfrac32k_BT_L$ and $W=\tfrac32k_BT_e+\tfrac12mv_d^2$. With a rough $\tau_E=1$ ps, the energy gained is 11.66 meV, of which 1.17 meV is drift energy. The remaining 10.5 meV raises $T_e$ to 381 K. Replacing $T_L$ by $T_e$ in $S$ gives 56 ns. The result depends directly on the assumed $\tau_E$: with 0.5 ps the same balance gives 336 K and 50 ns. This is an alternative to the $v_d^2$ term in (4), which comes from a model with a different energy loss, so the two should not be added.

- **Nonparabolicity.** With $E(1+\alpha E)=p^2/2m$, differentiation gives $v=dE/dp=p/[m(1+2\alpha E)]$. One third of the mean square velocity is then
$$S=\frac{2}{3m}\left\langle\frac{E(1+\alpha E)}{(1+2\alpha E)^2}\right\rangle .$$
For a thermal distribution at 300 K and a rough $\alpha=1.2$ eV$^{-1}$, this is 0.87 of the parabolic value, and at fixed $\tau$ the time falls to 38 ns. If the low-field mobility is held fixed instead, the Einstein relation fixes $D=\mu k_BT_L/e$ whatever the band shape, and this correction drops out.

- **Degeneracy.** A single electron without Pauli blocking represents a dilute gas. In a parabolic band $S=2\langle E\rangle/3m$, and Fermi statistics raise the mean energy. The effective density of states is only $2.1\times10^{17}$ cm$^{-3}$. For one tagged electron the variance rises by 8 percent at $10^{17}$ cm$^{-3}$ and by 78 percent at $10^{18}$ cm$^{-3}$, where the run becomes 79 ns. These are parabolic figures. At $10^{18}$ cm$^{-3}$ the Fermi level is about 80 meV above the band edge, and with $\alpha=1.2$ eV$^{-1}$ the variance is only 1.33 times $k_BT_L/m$, or 59 ns. The rise also belongs to a tagged electron: the equilibrium current noise of the whole gas weights $v^2$ by $f(1-f)$, which in a parabolic band gives $k_BT_L/m$ per electron at any density.

Of these separate estimates, parabolic degeneracy at $10^{18}$ cm$^{-3}$ is the largest departure; at $10^{17}$ cm$^{-3}$ it is smaller than heating or nonparabolicity. The factors should not simply be multiplied, because heating, band shape and Pauli blocking also change the scattering and hence $\tau$. Transfer to the L valleys looks small: a thermal estimate at 381 K, with a rough 0.5 eV offset, gives a population ratio of about $2\times10^{-5}$, which moves from $6\times10^{-5}$ to $4\times10^{-6}$ as the offset goes from 0.46 to 0.55 eV. That ratio does not measure any slow correlation such transfers might add.

For the data as you posed them, run 44 ns. For a real channel, use that as the first estimate and let the block averages, with blocks longer than the slowest correlation time, decide when to stop. The numerical output below gives the values in full.

## Table of computed values

```
INPUTS (rough typical In0.53Ga0.47As)
effective mass = 0.041 m0
lattice temperature = 300 K
correlation time = 0.20 ps
drift velocity = 1.00e+07 cm/s
target relative standard error = 1.0 percent
MAIN RESULT
thermal velocity variance, one component = 1.1090e+15 cm^2/s^2
rms thermal velocity, one component = 3.330e+07 cm/s
allowed standard error = 1.00e+05 cm/s
independent velocities needed = 1.1090e+05
diffusion coefficient S*tau = 221.8 cm^2/s
required run time = 44.36 ns
required run time / tau = 2.2180e+05
finite-run correction to run time = -0.200 ps
normal 95 percent multiplier = 1.960
run time for 95 percent within 1 percent = 170.4 ns
SAMPLING AND START
sample spacing = 10.0 fs
variance inflation coth(spacing/2tau) = 40.01
true error / naive error = 6.33
start bias, run of 5 tau, formula = -19.87 percent
start bias, run of 5 tau, Monte Carlo = -20.18 percent
start bias, full run = -4.51e-04 percent
damped cosine: integral of C/(S tau) = 0.5000
MONTE CARLO AT THE REQUIRED RUN TIME
independent full-length runs = 600
mean drift velocity = 1.00064e+07 cm/s
observed standard error of one run = 1.111 percent
predicted, with v_d^2 in variance = 1.044 percent
runs within one predicted error = 67.8 percent
NEGLECTED EFFECTS (each alone, same tau and v_d)
mobility e*tau/m = 8580 cm^2/Vs
field for the drift velocity = 1.166 kV/cm
field broadening: variance factor = 1.0902
field broadening: run time = 48.4 ns
energy relaxation time (rough) = 1.0 ps
energy gained from field = 11.66 meV
drift kinetic energy = 1.17 meV
heated electron temperature = 381 K
heating: variance factor = 1.271
heating: run time = 56.4 ns
nonparabolicity (rough) = 1.2 1/eV
nonparabolicity: variance factor = 0.867
nonparabolicity: run time = 38.5 ns
effective density of states = 2.08e+17 cm^-3
degeneracy at 1e17 cm^-3: variance factor = 1.084
degeneracy at 1e18 cm^-3: variance factor = 1.783
degeneracy at 1e18 cm^-3: run time = 79.1 ns
L valley offset (rough) = 0.50 eV
L valley mass, each of four (rough) = 0.29 m0
L to Gamma population ratio, heated = 1.8e-05
```
